# Ion current share and electron multiplication in a self-sustained glow

**Question**

I am stuck on an exercise about a direct-current glow discharge between plane electrodes. Each positive ion that hits the cathode releases on average \(\gamma=0.1\) electrons. The discharge sustains itself, and no ions enter from the anode side. I have to show that ions carry 10/11 of the current at the cathode and that the electron multiplication is 11.

My attempt gives different numbers. If the emission coefficient is 0.1, I would say that electrons carry 10% of the cathode current and ions 90%. And if one electron is released per ten ions, then each electron should have to make ten ions, so I expect a multiplication of 10. I am also unsure about the signs, because ions and electrons move in opposite directions: should their currents not be subtracted? Finally, the field in front of a cathode is far from uniform, and I am given neither the field nor the ionization coefficient. How can the multiplication be found without them?

**Answer**

Your two numbers, 10% and 10, both have a meaning here, but neither is the quantity asked for. The first is the ratio of electron current to ion current, not to total current. The second counts the new electrons and leaves out the one that started the avalanche. The field is not needed because charge conservation and the two boundary conditions already fix the multiplication.

**Setting and signs**

Put the cathode at \(x=0\) and the anode-side boundary at \(x=d\). I assume the following:

- The discharge is steady and planar, so no current leaves sideways.
- The ions are singly charged and positive, and there are no negative ions.
- Electrons leave the cathode only because ions strike it. The coefficient \(\gamma\) counts those that escape into the gas.

Let \(\Gamma_e\) be the number of electrons crossing unit area per unit time towards the anode, and \(\Gamma_i\) the number of ions crossing unit area per unit time towards the cathode. Both are positive. Along \(+x\), the electrons contribute the current density \((-e)(+\Gamma_e)=-e\Gamma_e\), and the ions contribute \((+e)(-\Gamma_i)=-e\Gamma_i\). The opposite charges compensate for the opposite directions, so both currents point towards the cathode and their magnitudes add:

\[
J=J_e+J_i,\qquad J_e=e\Gamma_e,\qquad J_i=e\Gamma_i .
\]

**The share at the cathode**

The emission law says that the electron flux leaving the cathode is \(\gamma\) times the ion flux arriving there. Multiplied by \(e\), it reads

\[
J_e(0)=\gamma J_i(0).
\]

The total current is therefore

\[
J=J_i(0)+\gamma J_i(0)=(1+\gamma)J_i(0),
\]

and division gives

\[
\frac{J_i(0)}{J}=\frac{1}{1+\gamma}=\frac{1}{1.1}=\frac{10}{11},
\qquad
\frac{J_e(0)}{J}=\frac{\gamma}{1+\gamma}=\frac{0.1}{1.1}=\frac{1}{11}.
\]

For every ten ions arriving, one electron leaves. That makes eleven elementary charges transferred, ten of them by ions. The condition at the anode side has not been used yet, so this share holds whether or not ions enter there.

**The total current is the same at every \(x\)**

Let \(S(x)\) be the net number of electron–ion pairs created per unit volume and time. In a steady state, the electron flux along \(+x\) grows by what is created:

\[
\frac{d\Gamma_e}{dx}=S .
\]

The ion flux along \(+x\) is \(-\Gamma_i\), and the same source feeds it:

\[
\frac{d(-\Gamma_i)}{dx}=S
\quad\Longrightarrow\quad
\frac{d\Gamma_i}{dx}=-S .
\]

Adding the two equations and multiplying by \(e\) gives

\[
\frac{d}{dx}\left(J_e+J_i\right)=eS-eS=0 .
\]

Going from cathode to anode, the electron current rises by as much as the ion current falls. Nothing was assumed about how \(S\) depends on the field.

**The multiplication**

Define \(M\) as the number of electrons leaving at \(x=d\) per electron emitted at the cathode:

\[
M=\frac{J_e(d)}{J_e(0)} .
\]

"No ions entering from the anode side" means \(J_i(d)=0\). Since \(J_e+J_i=J\) holds at \(x=d\) too, the electrons carry the whole current there, \(J_e(d)=J\). With the cathode share found above,

\[
M=\frac{J}{J_e(0)}=\frac{1+\gamma}{\gamma}=\frac{1.1}{0.1}=11 .
\]

**The same result by counting**

Start with one emitted electron and ignore recombination. If \(M\) electrons leave at the far side, \(M-1\) of them are new, and each was created together with an ion. These \(M-1\) ions drift to the cathode and release \(\gamma(M-1)\) electrons. The discharge sustains itself when this next generation is as large as the first:

\[
\gamma(M-1)=1
\quad\Longrightarrow\quad
M=1+\frac1\gamma=1+10=11 .
\]

Your 10 is \(M-1\). If \(\gamma(M-1)\) is below 1, each generation is smaller than the one before and the current dies out; if it is above 1, the current grows.

The limits make sense. For \(\gamma\to0\), ions carry nearly all the cathode current and \(M\) grows without bound, because emission is so rare that each electron must produce a huge avalanche. For \(\gamma=1\), the two currents at the cathode are equal and \(M=2\): one new pair per electron is enough.

**What happens when the assumptions change**

*Recombination.* If pairs are also lost in the gas, \(S\) is creation minus loss. The derivation used only the net source, so \(M=11\) stands, but more than ten ionizations are then needed to deliver ten ions. I checked this with a loss rate per cm of \(0.05\,J_eJ_i/J_e(0)\), a strength chosen for illustration, in the argon layer described below. The net multiplication stayed at 11.00, with 10.43 ionizations per emitted electron. The surplus of 0.43 recombined, and the voltage needed rose from 116.7 to 125.7 V.

*Ions entering from the anode side.* Let them carry a fraction \(f\) of the current at \(x=d\), so that \(J_i(d)=fJ\). Then \(J_e(d)=(1-f)J\), and

\[
M=\frac{(1-f)J}{J_e(0)}=(1-f)\,\frac{1+\gamma}{\gamma}=11(1-f).
\]

For \(f=0.2\) this gives 8.8. The layer has to make fewer ions because some are supplied from outside. In the extreme case \(f=10/11\), all the ions come from outside and \(M=1\): the layer needs no net ionization. This is why the exercise has to state the anode-side condition. Without it, the share 10/11 still follows, but the multiplication does not.

**An example: the cathode layer of an argon glow**

The field and the ionization coefficient do matter for a different question: which voltage produces \(M=11\)? Take round illustrative values for a low-current argon glow: pressure \(p=1\) Torr, cathode-layer thickness \(d=0.5\) cm, cathode area 10 cm² and total current 0.11 mA. The boundary \(x=d\) is now the edge of the cathode layer, not the anode itself.

The currents need no field:

\[
I_i(0)=\frac{10}{11}\times0.11\ \text{mA}=0.100\ \text{mA},
\qquad
I_e(0)=\frac{1}{11}\times0.11\ \text{mA}=0.010\ \text{mA}.
\]

The ion current corresponds to \(10^{-4}\,\text{A}/e=6.24\times10^{14}\) ions per second. At the layer edge, electrons carry the full 0.11 mA, eleven times what left the cathode.

For the voltage, let \(\alpha\) be the number of ionizations per electron and per cm of drift. Then \(dJ_e/dx=\alpha J_e\). Dividing by \(J_e\) and integrating from 0 to \(d\) gives

\[
\ln M=\int_0^d\alpha\,dx=\ln 11=2.398 .
\]

I use the common approximation \(\alpha=Ap\,e^{-Bp/E}\), with rough argon values \(A=12\ \text{cm}^{-1}\,\text{Torr}^{-1}\) and \(B=180\ \text{V}\,\text{cm}^{-1}\,\text{Torr}^{-1}\). For the field magnitude I take a linear fall to zero at the layer edge,

\[
E(x)=\frac{2V}{d}\left(1-\frac{x}{d}\right),
\]

whose integral over the layer is \(V\), as it must be. Substitute \(u=1-x/d\), so that \(dx=-d\,du\) and the limits \(x=0,d\) become \(u=1,0\). The minus sign reverses the limits:

\[
\int_0^d\alpha\,dx=Apd\int_0^1\exp\!\left(-\frac{Bpd}{2Vu}\right)du
=Apd\,E_2(z),\qquad z=\frac{Bpd}{2V}.
\]

Here \(E_2(z)=\int_0^1e^{-z/u}\,du\) is a tabulated exponential integral, not a field. With \(Apd=12\times1\times0.5=6\), the condition is \(E_2(z)=2.398/6=0.400\), whose solution is \(z=0.3856\). Hence

\[
V=\frac{Bpd}{2z}=\frac{180\times1\times0.5}{2\times0.3856}\ \text{V}=116.7\ \text{V},
\qquad
E(0)=\frac{2V}{d}=467\ \text{V/cm}.
\]

The decimals serve only to compare calculations within this model; with such rough values of \(A\) and \(B\), the voltage of a real discharge is not known so finely.

Since \(E_2\) lies below 1 for every finite voltage, a solution requires \(Apd>\ln11\). In this model, a layer with \(pd\) below about 0.2 Torr cm cannot reach \(M=11\) at any voltage.

As a test, I integrated the two continuity equations separately, imposing \(J_i(0)=J_e(0)/\gamma\) at the cathode and adjusting \(V\) until \(J_i(d)=0\). This gave 116.70 V and \(M=11.0000\), in agreement with both formulas. The shares of the current change through the layer as follows:

| \(x\) (cm) | electrons | ions |
|---|---|---|
| 0.0 | 0.091 | 0.909 |
| 0.1 | 0.198 | 0.802 |
| 0.2 | 0.396 | 0.604 |
| 0.3 | 0.687 | 0.313 |
| 0.4 | 0.952 | 0.048 |
| 0.5 | 1.000 | 0.000 |

The two currents are equal at 0.239 cm. The shares in between depend on the field model; the end values do not.

The word "self-sustained" can be tested as well. I followed the discharge in time, with ions drifting at constant speed, electrons crossing at once, and each ion arrival launching new avalanches. After the start-up oscillation had died out, I compared the current at two moments 12.5 ion crossing times apart. At 116.7 V the ratio of later to earlier current was 1.000. At a voltage 3% higher it was 4.0, and at 3% lower it was 0.23. The steady state therefore sits at the threshold \(\gamma(M-1)=1\). If the voltage is held slightly above the threshold value, the current grows; if it is held slightly below, the current decays.

**How far this carries over to a real glow**

One doubtful assumption for a real glow is the absence of ions from the anode side. Beyond the cathode layer lies the negative glow, where energetic electrons from the layer continue to ionize, and some of those ions drift back. An energy budget gives the size of the effect. Per emitted electron, the whole avalanche gains

\[
\int_0^d \frac{J_e(x)}{J_e(0)}\,eE\,dx=476\ \text{eV}.
\]

At roughly 26 eV per ion pair in argon, excitation losses included, the ten pairs made in the layer use 260 eV. The remaining 216 eV could make at most about eight more pairs in the glow. This is a generous upper estimate, because the 26 eV holds for energetic electrons and slow ones need more energy per pair. The formula for \(\alpha\) itself implies an energy gain of at least 40.8 eV per pair (the minimum of \(eE/\alpha\), reached at \(E/p=B\)); at that cost the ten pairs would use more than 400 eV and leave far less for the glow; the estimate that follows would then give about 109 V, 1.1 returning ions and \(M\approx9.9\). I keep the generous 26 eV here. Suppose that half of the glow's ions return. The cathode then receives more than the ten ions it needs, and the voltage must drop until the ions made in the layer and those returned add up to ten. With \(p\), \(d\) and \(\gamma\) held fixed, this happens at about 97 V, with 2.9 returning ions and \(M\approx8.1\). In terms of the earlier formula, \(f=2.9/11=0.26\) and \(11(1-0.26)\approx8.1\). The multiplication is then about 26% below 11, while the ion share at the cathode is still 10/11. The returning half is an assumption and the number of pairs made in the glow is an upper estimate, so this shows the possible size of the effect and is not a prediction.

The second uncertainty is \(\gamma\) itself, which depends on the gas and on the state of the surface. For \(\gamma=0.05\), the ion share is 0.952 and \(M=21\); for \(\gamma=0.2\), they are 0.833 and 6. The share changes little and the multiplication a great deal, because \(M\) contains \(1/\gamma\). The second pair of values also covers a cathode where half of the emitted electrons are released by photons or excited atoms. In that case \(J_e(0)=\gamma J_i(0)+\tfrac12J_e(0)\), so \(J_e(0)=2\gamma J_i(0)\), and the effective coefficient is 0.2.

Other simplifications affect the voltage but not the ratios 10/11 and 11:

- An emitted electron must travel about 0.035 cm, or 7% of the layer, before it has gained the roughly 15.8 eV needed to ionize argon. The formula for \(\alpha\) lets it ionize from the start.
- About 7% of the ions are made where \(E/p\) is below 100 V/(cm Torr), roughly the lower end of the range where the formula for \(\alpha\) is meant to be used.
- If all the discharge power had to be conducted across the full layer thickness, the gas would warm by about 4 K, which is negligible here.

At the cathode, the chosen current also fits the assumed field. A field that falls linearly from \(E(0)\) to zero over \(d\) requires the space-charge density \(\varepsilon_0E(0)/d\), supplied by the ions. Suppose that collisions stop them after a mean distance \(\lambda=0.003\) cm. This is an order-of-magnitude value for 1 Torr, and the path for charge exchange alone may be about twice as long. Between stops they accelerate at \(a=eE(0)/m\), where \(m\) is the ion mass. In a steady state, the distribution \(h(v)\) of their speeds obeys \(a\,dh/dv=-(v/\lambda)h\), so \(h\propto e^{-v^2/(2a\lambda)}\). Its mean is \(\sqrt{2a\lambda/\pi}\), about 1500 m/s. Density times the unrounded speed, times 1.1 to include the emitted electrons, gives 13 µA/cm², against the chosen 11 µA/cm². The estimate grows as \(\sqrt\lambda\), so \(\lambda=0.006\) cm would give 19 µA/cm². It also depends steeply on the thickness: \(d=0.4\) cm, with its own voltage, gives 29 µA/cm². The comparison shows only that the chosen inputs are consistent at the cathode within about a factor of two. It does not extend through the whole layer: at \(x=0.3\) cm, the same speed formula with the local field gives an ion density only about half of what a linear fall requires (0.45 at the chosen 11 µA/cm², 0.54 at 13 µA/cm²). The linear field is therefore an approximation, and the calculated voltage depends on it. At the same \(p\) and \(d\), a uniform field reaches \(M=11\) at 98 V, and a field falling as \((1-x/d)^2\) reaches it at 149 V.

The numerical output below lists the main values. In its lines on late and early current, V stands for the layer voltage of 116.7 V, so "1.03 V" means 3% above that voltage and "0.97 V" means 3% below it.

## Computed results

```
emission coefficient gamma: 0.1
ion share of cathode current, formula: 0.90909
ion share, time march: 0.90909
multiplication, formula: 11.0000
multiplication, shooting: 11.0000
ln(multiplication): 2.3979
pressure: 1.0 Torr; thickness: 0.5 cm
A: 12.0 /(cm Torr); B: 180.0 V/(cm Torr)
area: 10.0 cm2; total current: 0.11 mA
ion current at cathode: 0.1000 mA
electron current at cathode: 0.0100 mA
ion arrivals: 6.242e+14 per s
cathode-fall voltage, formula: 116.70 V
cathode-fall voltage, shooting: 116.70 V
B p d/(2V): 0.3856
field at cathode: 466.8 V/cm
x = 0.0 cm: electron share 0.091, ion 0.909
x = 0.1 cm: electron share 0.198, ion 0.802
x = 0.2 cm: electron share 0.396, ion 0.604
x = 0.3 cm: electron share 0.687, ion 0.313
x = 0.4 cm: electron share 0.952, ion 0.048
x = 0.5 cm: electron share 1.000, ion -0.000
equal electron and ion currents at: 0.239 cm
time march, step 1000/last current at V: 0.99621
late/early current at V: 0.99999
late/early current at 1.03 V: 4.00
late/early current at 0.97 V: 0.233
recombination test coefficient: 0.05 /cm per unit ion current
  net multiplication: 11.0000
  ionizations per emitted electron: 10.432
  voltage: 125.68 V
ion influx share 0.2: multiplication 8.8000
  voltage: 102.24 V
gamma 0.05: ion share 0.9524, M 21.0
gamma 0.2: ion share 0.8333, M 6.0
energy gain per emitted electron: 476 eV
energy per ion pair (rough): 26.0 eV
assumed returning share of glow ions: 0.5
with glow ions: voltage 97.4 V, M 8.10
  ions entering per emitted electron: 2.90
  influx share of current: 0.263
ionization energy (rough): 15.8 eV
distance to gain it: 0.0351 cm
ions made where E/p < 100 V/(cm Torr): 6.7 %
charge-exchange length (rough): 0.0030 cm
ion speed at cathode: 1467 m/s
chosen current density: 11.0 uA/cm2
space-charge estimate: 13.3 uA/cm2
gas conductivity (rough): 0.018 W/(m K)
gas heating, upper estimate: 3.6 K
```
